# Norm conservation and cubic phase error of Crank-Nicolson electron propagation: a numerical check

```python
# Result under test: the Crank-Nicolson step
#     (1 + iA) psi_new = (1 - iA) psi_old,   A = H dt / (2 hbar),
# keeps the norm for Hermitian H, and for an eigenvalue E its phase error
# (numerical minus exact phase) is x - 2 arctan(x/2) = x^3/12 - x^5/80 + ...
# with x = E dt / hbar.
# Units: energy eV, length angstrom, time fs, phase rad.
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm, lu_factor, lu_solve
from scipy.integrate import solve_ivp

HBAR = sc.hbar / sc.e * 1e15                               # eV fs
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20              # eV angstrom^2
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def cn_matrix(h, dt):
    a = h * dt / (2 * HBAR)
    one = np.eye(len(h))
    return np.linalg.solve(one + 1j * a, one - 1j * a)


def delta(x):
    return x - 2 * np.arctan(x / 2)


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# ---------- norm balance for a general, non-Hermitian matrix ----------
dt = 0.01
m = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
m = 5 * m
psi = rng.normal(size=6) + 1j * rng.normal(size=6)
psi /= np.linalg.norm(psi)
new = cn_matrix(m, dt) @ psi
mid = (new + psi) / 2
change = np.linalg.norm(new)**2 - 1
balance = 2 * dt / HBAR * np.vdot(mid, m @ mid).imag
assert abs(change) > 1e-5
assert abs(change - balance) < 1e-12

# ---------- electron on a grid in a Gaussian well ----------
spacing, points, depth, width = 0.2, 101, 20.0, 1.0
pos = spacing * (np.arange(points) - points // 2)
h_grid = np.diag(2 * KIN / spacing**2 - depth * np.exp(-pos**2 / (2 * width**2)))
h_grid -= KIN / spacing**2 * (np.eye(points, k=1) + np.eye(points, k=-1))
levels, states = np.linalg.eigh(h_grid)

a_grid = h_grid * dt / (2 * HBAR)
lu = lu_factor(np.eye(points) + 1j * a_grid)
psi = rng.normal(size=points) + 1j * rng.normal(size=points)
psi /= np.linalg.norm(psi)
grid_steps, grid_drift = 1000, 0.0
for _ in range(grid_steps):
    psi = lu_solve(lu, psi - 1j * (a_grid @ psi))
    grid_drift = max(grid_drift, abs(np.linalg.norm(psi)**2 - 1))
assert grid_drift < 1e-10

# one-step phase error of the lowest state against the matrix exponential
ground = states[:, 0].astype(complex)
grid_dts = [0.01, 0.005, 0.0025]
grid_errors = []
for step in grid_dts:
    exact = expm(-1j * h_grid * step / HBAR) @ ground
    err = np.angle(np.vdot(exact, cn_matrix(h_grid, step) @ ground))
    x = levels[0] * step / HBAR
    assert abs(err / x**3 - 1 / 12) < x**2 / 80 + 1e-7
    grid_errors.append(err)
order = np.log2(grid_errors[0] / grid_errors[1])
assert abs(order - 3) < 0.02
assert abs(np.log2(grid_errors[1] / grid_errors[2]) - 3) < 0.01

# highest grid state: norm kept, phase far outside the cubic regime
top = states[:, -1].astype(complex)
top_new = cn_matrix(h_grid, dt) @ top
top_exact = expm(-1j * h_grid * dt / HBAR) @ top
x_top = levels[-1] * dt / HBAR
assert abs(np.linalg.norm(top_new) - 1) < 1e-11
assert abs(np.vdot(top_exact, top_new) - np.exp(1j * delta(x_top))) < 1e-9

# two-sided bound, with phases taken from complex division
xs = np.linspace(0.1, 4, 400)
measured = np.angle((1 - 0.5j * xs) / (1 + 0.5j * xs) * np.exp(1j * xs))
assert np.all(measured < xs**3 / 12)
assert np.all(measured > xs**3 / 12 - xs**5 / 80)

# ---------- boron ion crossing silicon: length of the simulation ----------
ion_kev, ion_mass_u, path = 50.0, 11.0, 100.0
speed = np.sqrt(2 * ion_kev * 1e3 * sc.e / (ion_mass_u * sc.atomic_mass)) * 1e-5
flight = path / speed
e_two = np.array([-12.0, 4.0])
n_steps = int(round(flight / dt))
q, _ = np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))


def relative_error(shift, step, count):
    """Relative phase error of upper against lower level, and populations."""
    e = e_two + shift
    h = q @ np.diag(e) @ q.conj().T
    start = q @ np.array([1, 1]) / np.sqrt(2)
    end = np.linalg.matrix_power(cn_matrix(h, step), count) @ start
    c = (q.conj().T @ end) * np.exp(1j * e * step * count / HBAR)
    return np.angle(c[1] * np.conj(c[0])), np.abs(c)**2


x_two = e_two * dt / HBAR
one_step = delta(x_two)
rel_direct, pops = relative_error(0.0, dt, n_steps)
rel_cubic = n_steps * (x_two[1]**3 - x_two[0]**3) / 12
assert np.max(np.abs(pops - 0.5)) < 1e-10
assert abs(rel_direct / rel_cubic - 1) < 0.15 * np.max(x_two**2)
level_cn = 2 * HBAR / dt * np.arctan(x_two[0] / 2)
u_two = cn_matrix(q @ np.diag(e_two) @ q.conj().T, dt)
level_seen = -np.angle(np.vdot(q[:, 0], u_two @ q[:, 0])) * HBAR / dt
assert abs(level_seen - level_cn) < 1e-9

# best energy zero found by a scan
shifts = np.arange(-10, 20.1, 0.5)
scan = [abs(relative_error(s, dt, 1)[0]) for s in shifts]
best_shift = shifts[int(np.argmin(scan))]
assert abs(best_shift + e_two.mean()) < 1e-9
rel_centred, _ = relative_error(best_shift, dt, n_steps)

# step for a chosen error budget with the centred zero
budget = 0.01
e_c = (e_two + best_shift) / HBAR
dt_need = np.sqrt(12 * budget / (flight * (e_c[1]**3 - e_c[0]**3)))
n_need = int(np.ceil(flight / dt_need))
rel_need, _ = relative_error(best_shift, flight / n_need, n_need)
assert 0.98 * budget < rel_need < budget

# unfinished linear solve: norm change bounded by the residual
h_two = q @ np.diag(e_two) @ q.conj().T
a_two = h_two * dt / (2 * HBAR)
old = q @ np.array([0.8, 0.6])
guess = old.copy()
for _ in range(2):
    guess = old - 1j * a_two @ (old + guess)
residual = np.linalg.norm(guess + 1j * a_two @ guess - old + 1j * a_two @ old)
loose_change = abs(np.linalg.norm(guess) - 1)
assert 1e-8 < loose_change <= residual

# ---------- time-dependent pull of the passing ion ----------
pull, reach, half_time = 5.0, 1.0, 1.0
shape = np.array([[1.0, 0.5], [0.5, 0.5]])


def h_pass(t):
    return np.diag(e_two) - pull * np.exp(-(speed * t / reach)**2 / 2) * shape


ref = solve_ivp(lambda t, y: -1j / HBAR * (h_pass(t) @ y), (-half_time, half_time),
                np.array([1, 0], complex), method="DOP853", rtol=1e-11,
                atol=1e-13, max_step=0.02).y[:, -1]


def midpoint_run(step):
    y, drift = np.array([1, 0], complex), 0.0
    for k in range(int(round(2 * half_time / step))):
        y = cn_matrix(h_pass(-half_time + (k + 0.5) * step), step) @ y
        drift = max(drift, abs(np.linalg.norm(y)**2 - 1))
    return y, drift


y_mid, pass_drift = midpoint_run(dt)
y_half, _ = midpoint_run(dt / 2)
pass_ratio = np.linalg.norm(y_mid - ref) / np.linalg.norm(y_half - ref)
assert pass_drift < 1e-12
assert 3.8 < pass_ratio < 4.2

# different matrices at the two ends of a step
y = np.array([1, 0], complex)
end_dev, invariants = 0.0, []
for k in range(int(round(2 * half_time / dt))):
    t = -half_time + k * dt
    a0 = h_pass(t) * dt / (2 * HBAR)
    a1 = h_pass(t + dt) * dt / (2 * HBAR)
    invariants.append(np.linalg.norm(y)**2 + np.linalg.norm(a0 @ y)**2)
    y = np.linalg.solve(np.eye(2) + 1j * a1, y - 1j * a0 @ y)
    end_dev = max(end_dev, abs(np.linalg.norm(y)**2 - 1))
assert end_dev > 1e-4
assert np.ptp(invariants) < 1e-12

ion_phase = np.angle(ref[0] * np.exp(2j * e_two[0] * half_time / HBAR))
ion_phase_first = pull * reach * np.sqrt(2 * np.pi) / (HBAR * speed)
assert abs(ion_phase - ion_phase_first) < 0.5

# ---------- other neglected effects, from rough inputs ----------
hole_width, thermal_shift, stopping = 1.0, 0.05, 30.0
lifetime = HBAR / hole_width
survival = np.exp(-flight / lifetime)
thermal_phase = thermal_shift * flight / HBAR
speed_end = speed * np.sqrt(1 - stopping * path / (ion_kev * 1e3))
slow_percent = 100 * (2 * speed / (speed + speed_end) - 1)

show("Grid spacing", spacing, "angstrom", ".1f")
show("Grid points", points, "", "d")
show("Well depth", depth, "eV", ".1f")
show("Well width parameter", width, "angstrom", ".1f")
show("Grid steps taken", grid_steps, "", "d")
show("Largest squared-norm drift on grid", grid_drift, "", ".1e")
show("Lowest grid level", levels[0], "eV")
for step, err in zip(grid_dts, grid_errors):
    show(f"One-step phase error, lowest level, dt={step} fs", err, "rad", ".4e")
show("Measured one-step order", order, "", ".3f")
show("Highest grid level", levels[-1], "eV", ".1f")
show("x = E dt/hbar at highest level", x_top, "", ".3f")
show("True phase error at highest level", delta(x_top), "rad", ".3f")
show("Cubic estimate at highest level", x_top**3 / 12, "rad", ".2f")
show("Boron ion energy", ion_kev, "keV", ".0f")
show("Boron ion mass", ion_mass_u, "u", ".0f")
show("Path in silicon", path, "angstrom", ".0f")
show("Ion speed", speed, "angstrom/fs", ".3f")
show("Flight time", flight, "fs", ".3f")
show("Lower level", e_two[0], "eV", ".1f")
show("Upper level", e_two[1], "eV", ".1f")
show("Time step", dt, "fs", ".3f")
show("Number of steps", n_steps, "", "d")
show("x at lower level", x_two[0], "", ".5f")
show("x at upper level", x_two[1], "", ".5f")
show("One-step phase error, lower level", one_step[0], "rad", ".4e")
show("One-step phase error, upper level", one_step[1], "rad", ".4e")
show("Lower level as seen by the scheme", level_cn, "eV")
show("Shift of lower level", level_cn - e_two[0], "eV")
show("Same shift", (level_cn - e_two[0]) / HARTREE, "hartree", ".3e")
show("Relative phase error over flight, direct", rel_direct, "rad")
show("Relative phase error over flight, cubic law", rel_cubic, "rad")
show("Best shift of energy zero from scan", best_shift, "eV", ".1f")
show("Relative phase error with best zero", rel_centred, "rad")
show("Chosen phase error budget", budget, "rad", ".2f")
show("Largest step for budget, best zero", dt_need, "fs", ".5f")
show("Steps for budget", n_need, "", "d")
show("Relative phase error at that step count", rel_need, "rad", ".5f")
show("Norm change after two solver iterations", loose_change, "", ".2e")
show("Residual after two solver iterations", residual, "", ".2e")
show("Ion pull on lower level at closest approach", pull, "eV", ".1f")
show("Reach of ion pull", reach, "angstrom", ".1f")
show("Passage window", 2 * half_time, "fs", ".1f")
show("Phase given to lower level by ion", ion_phase, "rad", ".3f")
show("First-order estimate of that phase", ion_phase_first, "rad", ".3f")
show("Upper population after passage, reference", abs(ref[1])**2, "", ".4e")
show("Upper population after passage, midpoint", abs(y_mid[1])**2, "", ".4e")
show("State error ratio on halving step", pass_ratio, "", ".3f")
show("Squared-norm drift, midpoint matrix", pass_drift, "", ".1e")
show("Squared-norm deviation, two end matrices", end_dev, "", ".2e")
show("Deep-hole width (rough input)", hole_width, "eV", ".0f")
show("Deep-hole lifetime", lifetime, "fs", ".2f")
show("Hole survival over flight", survival, "", ".1e")
show("Thermal level movement (rough input)", thermal_shift, "eV", ".2f")
show("Phase from thermal movement over flight", thermal_phase, "rad", ".2f")
show("Ion energy loss rate (rough input)", stopping, "eV/angstrom", ".0f")
show("Longer flight time from slowing", slow_percent, "percent", ".1f")
print("all tests passed")
```

Running it gives:

```
Grid spacing: 0.2 angstrom
Grid points: 101
Well depth: 20.0 eV
Well width parameter: 1.0 angstrom
Grid steps taken: 1000
Largest squared-norm drift on grid: 3.6e-14
Lowest grid level: -14.5634 eV
One-step phase error, lowest level, dt=0.01 fs: -8.9605e-04 rad
One-step phase error, lowest level, dt=0.005 fs: -1.1262e-04 rad
One-step phase error, lowest level, dt=0.0025 fs: -1.4097e-05 rad
Measured one-step order: 2.992
Highest grid level: 380.5 eV
x = E dt/hbar at highest level: 5.781
True phase error at highest level: 3.305 rad
Cubic estimate at highest level: 16.10 rad
Boron ion energy: 50 keV
Boron ion mass: 11 u
Path in silicon: 100 angstrom
Ion speed: 9.366 angstrom/fs
Flight time: 10.677 fs
Lower level: -12.0 eV
Upper level: 4.0 eV
Time step: 0.010 fs
Number of steps: 1068
x at lower level: -0.18231
x at upper level: 0.06077
One-step phase error, lower level: -5.0247e-04 rad
One-step phase error, upper level: 1.8692e-05 rad
Lower level as seen by the scheme: -11.9669 eV
Shift of lower level: 0.0331 eV
Same shift: 1.215e-03 hartree
Relative phase error over flight, direct: 0.5566 rad
Relative phase error over flight, cubic law: 0.5593 rad
Best shift of energy zero from scan: 4.0 eV
Relative phase error with best zero: 0.3189 rad
Chosen phase error budget: 0.01 rad
Largest step for budget, best zero: 0.00177 fs
Steps for budget: 6036
Relative phase error at that step count: 0.01000 rad
Norm change after two solver iterations: 8.90e-05
Residual after two solver iterations: 1.21e-03
Ion pull on lower level at closest approach: 5.0 eV
Reach of ion pull: 1.0 angstrom
Passage window: 2.0 fs
Phase given to lower level by ion: 2.138 rad
First-order estimate of that phase: 2.033 rad
Upper population after passage, reference: 9.8435e-05
Upper population after passage, midpoint: 8.9894e-05
State error ratio on halving step: 3.979
Squared-norm drift, midpoint matrix: 2.2e-15
Squared-norm deviation, two end matrices: 8.86e-03
Deep-hole width (rough input): 1 eV
Deep-hole lifetime: 0.66 fs
Hole survival over flight: 9.0e-08
Thermal level movement (rough input): 0.05 eV
Phase from thermal movement over flight: 0.81 rad
Ion energy loss rate (rough input): 30 eV/angstrom
Longer flight time from slowing: 1.5 percent
all tests passed
```
